# Swelling Exponents of Free and Substrate-Clamped Flory-Rehner Gels: test program

```python
"""
Swelling of a Flory-Rehner gel, free and laterally clamped.
Result under test, for e = n*v1 -> 0 at fixed v = 1/2 - chi > 0:
    free gel      Q -> (v/e)**(3/5)
    clamped film  Q -> (v/e)**(1/3)
n: effective strands per dry volume, v1: solvent molar volume,
chi: interaction parameter, Q = J: swollen/dry volume, phi = 1/Q,
B: coefficient of the logarithmic elastic term (Flory: 1/2).
Energies are per dry volume in units of R*T/v1.
"""
import numpy as np
from numpy.polynomial import laguerre
from scipy.constants import R
from scipy.optimize import brentq, minimize, minimize_scalar


def energy(stretches, e, chi, B=0.5):
    s = np.asarray(stretches, dtype=float)
    J = float(np.prod(s))
    if J <= 1.0:
        return 1e6
    mixing = (J - 1) * (np.log1p(-1 / J) + chi / J)
    return mixing + e * ((np.sum(s**2) - 3) / 2 - B * np.log(J))


def stretches_of(J, clamped):
    return (1.0, 1.0, J) if clamped else (J ** (1 / 3),) * 3


def minimum_Q(e, chi, clamped):
    """Equilibrium swelling by direct minimization of the energy."""
    res = minimize_scalar(
        lambda x: energy(stretches_of(np.exp(x), clamped), e, chi),
        bounds=(1e-3, 20), method="bounded", options={"xatol": 1e-9})
    return float(np.exp(res.x))


def osmotic(phi, chi):
    return -(np.log1p(-phi) + phi + chi * phi**2)


def elastic(phi, clamped, B=0.5):
    return (1 / phi if clamped else phi ** (1 / 3)) - B * phi


def root_Q(e, chi, clamped, B=0.5):
    """Equilibrium swelling from the derived balance equation."""
    def mismatch(x):
        phi = np.exp(x)
        return np.log(osmotic(phi, chi)) - np.log(e * elastic(phi, clamped, B))
    x = brentq(mismatch, np.log(1e-7), np.log(0.9999), xtol=1e-14)
    return float(np.exp(-x))


def local_exponent(phi, chi, clamped, B=0.5):
    dm = phi / (1 - phi) - 2 * chi * phi
    dg = (-1 / phi**2 if clamped else phi ** (-2 / 3) / 3) - B
    return -1 / (phi * dm / osmotic(phi, chi)
                 - phi * dg / elastic(phi, clamped, B))


# ---- example parameters (round values) ----
T = 296.0            # K
n = 1.0e-4           # mol/cm3
v1 = 120.0           # cm3/mol
chi = 0.40
h0 = 100.0           # nm, dry thickness
density = 1.1        # g/cm3, dry polymer
kuhn_mass = 700.0    # g/mol per Kuhn segment
e = n * v1
v = 0.5 - chi

# ---- limiting exponents from direct energy minimization ----
e_lo, e_hi = 1e-10, 1e-9
slopes = {}
for label, x_chi, targets in (("good", chi, (-3 / 5, -1 / 3)),
                              ("theta", 0.5, (-3 / 8, -1 / 4))):
    for clamped, target in zip((False, True), targets):
        q_lo = minimum_Q(e_lo, x_chi, clamped)
        q_hi = minimum_Q(e_hi, x_chi, clamped)
        slope = np.log(q_hi / q_lo) / np.log(e_hi / e_lo)
        slopes[label, clamped] = slope
        # tolerance covers the remaining finite-e corrections
        assert abs(slope - target) < 2e-3, (label, clamped, slope)

# ---- prefactors, mutual relation and first corrections ----
limit_free = (v / e_lo) ** 0.6
limit_clamp = (v / e_lo) ** (1 / 3)
assert abs(minimum_Q(e_lo, chi, False) / limit_free - 1) < 1e-3
assert abs(minimum_Q(e_lo, chi, True) / limit_clamp - 1) < 3e-3
relation = (np.log(minimum_Q(e_lo, chi, True))
            / np.log(minimum_Q(e_lo, chi, False)))
assert abs(relation - 5 / 9) < 1e-3
phi0 = 1 / limit_free
shift_free = root_Q(e_lo, chi, False) / limit_free - 1
predicted_free = 0.6 * 0.5 * phi0 ** (2 / 3) + phi0 / (5 * v)
assert abs(shift_free / predicted_free - 1) < 1e-2
shift_clamp = root_Q(e_lo, chi, True) - limit_clamp
assert abs(shift_clamp * 9 * v - 1) < 1e-2

# ---- example equilibrium: balance equation against minimization ----
Qf, Qc = root_Q(e, chi, False), root_Q(e, chi, True)
assert abs(minimum_Q(e, chi, False) / Qf - 1) < 1e-5
assert abs(minimum_Q(e, chi, True) / Qc - 1) < 1e-5
res = minimize(lambda x: energy(np.exp(x), e, chi), [0.2, 0.5, 0.8],
               method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 4000})
free_stretches = np.exp(res.x)
assert np.ptp(free_stretches) < 1e-4
assert abs(np.prod(free_stretches) / Qf - 1) < 1e-4

# ---- local exponents against differences of minimized swelling ----
for clamped, Q in ((False, Qf), (True, Qc)):
    step = 0.02
    up = minimum_Q(e * np.exp(step), chi, clamped)
    down = minimum_Q(e * np.exp(-step), chi, clamped)
    numeric = np.log(up / down) / (2 * step)
    assert abs(numeric - local_exponent(1 / Q, chi, clamped)) < 1e-4

# ---- in-plane stress against the derivative of the full energy ----
RT_v1 = R * T / v1                    # J/cm3 = MPa
nRT = n * R * T                       # MPa
d = 1e-5
stress_numeric = RT_v1 / Qc * (energy((1 + d, 1, Qc), e, chi)
                               - energy((1 - d, 1, Qc), e, chi)) / (2 * d)
stress = -nRT * (Qc - 1 / Qc)
assert abs(stress_numeric / stress - 1) < 1e-5

# ---- surface wrinkling: cubic root against second variation ----
roots = np.roots([1, 1, 3, -1])
r_wrinkle = float(roots[np.abs(roots.imag) < 1e-9].real[0])
Q_wrinkle = 1 / r_wrinkle
size, rate = 14, 1.1                  # basis exp(-q/2) L_j(q), q = rate*depth
nodes, weights = laguerre.laggauss(40)
f0, f1, f2 = [], [], []
for j in range(size):
    c = np.zeros(size)
    c[j] = 1
    L0 = laguerre.lagval(nodes, c)
    L1 = laguerre.lagval(nodes, laguerre.lagder(c))
    L2 = laguerre.lagval(nodes, laguerre.lagder(c, 2))
    f0.append(L0)
    f1.append(rate * (L1 - L0 / 2))
    f2.append(rate**2 * (L2 - L1 + L0 / 4))
f0, f1, f2 = map(np.array, (f0, f1, f2))


def overlap(a, b):
    return (a * weights) @ b.T


def lowest_curvature(Q):
    """Lowest eigenvalue for incompressible waves of unit wavenumber."""
    cross = overlap(f0, f2)
    K = (overlap(f1, f1) + overlap(f0, f0)
         + Q**2 * (overlap(f1, f1) + overlap(f2, f2))
         + Q**2 * (2 * overlap(f1, f1) + cross + cross.T))
    return np.linalg.eigvalsh(K)[0]


Q_variation = brentq(lowest_curvature, 2.0, 5.0)
assert lowest_curvature(2.0) > 0 > lowest_curvature(5.0)
assert abs(Q_variation / Q_wrinkle - 1) < 1e-4
n_wrinkle = (osmotic(r_wrinkle, chi) / elastic(r_wrinkle, True)) / v1
assert abs(minimum_Q(n_wrinkle * v1, chi, True) / Q_wrinkle - 1) < 1e-5

# ---- where each exponent comes within 5 percent of its limit ----
near = {}
for clamped, limit in ((False, -0.6), (True, -1 / 3)):
    x = brentq(lambda y: local_exponent(np.exp(y), chi, clamped)
               - 0.95 * limit, np.log(1e-6), np.log(0.5))
    phi = np.exp(x)
    near[clamped] = (osmotic(phi, chi) / elastic(phi, clamped) / v1, 1 / phi)

# ---- finite strand length, three-chain model with Langevin strands ----
segments = density / n / kuhn_mass


def inverse_langevin(x):
    return brentq(lambda b: 1 / np.tanh(b) - 1 / b - x, 1e-3, 1e5)


def finite_mismatch(Q):
    root_n = np.sqrt(segments)
    pull = root_n * inverse_langevin(Q / root_n) / 3
    return e * (pull - 0.5 / Q) - osmotic(1 / Q, chi)


Q_finite = brentq(finite_mismatch, 1.05, 0.999 * np.sqrt(segments))
assert Q_finite < Qc

# ---- energy released when the clamped film comes free ----
release = (energy((1, 1, Qc), e, chi)
           - energy(stretches_of(Qf, False), e, chi)) * RT_v1 * h0  # mJ/m2
assert release > 0

print(f"T = {T:.0f} K, dry thickness = {h0:.0f} nm")
print(f"n = {n:.2e} mol/cm3, v1 = {v1:.0f} cm3/mol")
print(f"chi = {chi:.2f}, v = {v:.2f}, e = n v1 = {e:.4f}")
print(f"limit exponent, good, free: {slopes['good', False]:.4f}")
print(f"limit exponent, good, clamped: {slopes['good', True]:.4f}")
print(f"limit exponent, theta, free: {slopes['theta', False]:.4f}")
print(f"limit exponent, theta, clamped: {slopes['theta', True]:.4f}")
print(f"ln Q_clamped / ln Q_free at e=1e-10: {relation:.4f}")
print(f"free correction, solved/predicted: {shift_free/predicted_free:.4f}")
print(f"clamped correction times 9v: {shift_clamp*9*v:.4f}")
p = 9 / 4
print(f"p=9/4 exponents: {-1/(p-1/3):.3f} free, {-1/(p+1):.3f} clamped")
print(f"example Q free = {Qf:.3f}, phi = {1/Qf:.4f}")
print(f"example Q clamped = {Qc:.3f}, phi = {1/Qc:.4f}")
print(f"limiting law Q free = {(v/e)**0.6:.3f}")
print(f"limiting law Q clamped = {(v/e)**(1/3):.3f}")
print(f"clamped law plus 1/(9v) = {(v/e)**(1/3)+1/(9*v):.3f}")
print(f"free linear stretch = {Qf**(1/3):.3f}")
print(f"swollen thickness, free = {h0*Qf**(1/3):.1f} nm")
print(f"swollen thickness, clamped = {h0*Qc:.1f} nm")
print(f"second = third virial term at Q = {1/(3*v):.2f}")
print("n (mol/cm3), Q free, Q clamped, exponent free, clamped:")
for scale in (0.25, 0.5, 1, 2):
    a = root_Q(scale * e, chi, False)
    b = root_Q(scale * e, chi, True)
    print(f"  {scale*n:.2e} {a:.3f} {b:.3f} "
          f"{local_exponent(1/a, chi, False):.3f} "
          f"{local_exponent(1/b, chi, True):.3f}")
for clamped, name in ((False, "free"), (True, "clamped")):
    print(f"{name} within 5% of limit: n = {near[clamped][0]:.2e} mol/cm3,"
          f" Q = {near[clamped][1]:.1f}")
print(f"nRT = {nRT:.4f} MPa, in-plane stress = {stress:.3f} MPa")
print(f"wrinkling Q: cubic {Q_wrinkle:.4f}, variation {Q_variation:.4f}")
print(f"clamped Q reaches wrinkling at n = {n_wrinkle:.2e} mol/cm3")
print(f"dry density = {density:.1f} g/cm3, Kuhn mass = {kuhn_mass:.0f} g/mol")
print(f"strand mass = {density/n:.0f} g/mol, segments = {segments:.1f}")
print(f"full strand stretch = {np.sqrt(segments):.2f}")
print(f"Q clamped, finite strands = {Q_finite:.3f}")
print(f"Q clamped, B = 1: {root_Q(e, chi, True, 1.0):.3f}")
print(f"Q clamped, phantom, n halved: {root_Q(e/2, chi, True):.3f}")
print(f"Q clamped, chi = 0.35: {root_Q(e, 0.35, True):.3f}")
print(f"Q clamped, chi = 0.45: {root_Q(e, 0.45, True):.3f}")
print(f"energy released on detachment = {release:.1f} mJ/m2")
print("all assertions hold")
```

Output:

```
T = 296 K, dry thickness = 100 nm
n = 1.00e-04 mol/cm3, v1 = 120 cm3/mol
chi = 0.40, v = 0.10, e = n v1 = 0.0120
limit exponent, good, free: -0.5999
limit exponent, good, clamped: -0.3328
limit exponent, theta, free: -0.3747
limit exponent, theta, clamped: -0.2497
ln Q_clamped / ln Q_free at e=1e-10: 0.5556
free correction, solved/predicted: 1.0000
clamped correction times 9v: 0.9987
p=9/4 exponents: -0.522 free, -0.308 clamped
example Q free = 5.467, phi = 0.1829
example Q clamped = 2.848, phi = 0.3511
limiting law Q free = 3.569
limiting law Q clamped = 2.027
clamped law plus 1/(9v) = 3.139
free linear stretch = 1.762
swollen thickness, free = 176.2 nm
swollen thickness, clamped = 284.8 nm
second = third virial term at Q = 3.33
n (mol/cm3), Q free, Q clamped, exponent free, clamped:
  2.50e-05 10.458 4.096 -0.495 -0.272
  5.00e-05 7.488 3.403 -0.468 -0.262
  1.00e-04 5.467 2.848 -0.439 -0.251
  2.00e-04 4.075 2.403 -0.409 -0.239
free within 5% of limit: n = 1.30e-06 mol/cm3, Q = 51.4
clamped within 5% of limit: n = 1.28e-07 mol/cm3, Q = 19.7
nRT = 0.2461 MPa, in-plane stress = -0.615 MPa
wrinkling Q: cubic 3.3830, variation 3.3830
clamped Q reaches wrinkling at n = 5.11e-05 mol/cm3
dry density = 1.1 g/cm3, Kuhn mass = 700 g/mol
strand mass = 11000 g/mol, segments = 15.7
full strand stretch = 3.96
Q clamped, finite strands = 2.586
Q clamped, B = 1: 2.895
Q clamped, phantom, n halved: 3.403
Q clamped, chi = 0.35: 2.982
Q clamped, chi = 0.45: 2.707
energy released on detachment = 91.4 mJ/m2
all assertions hold
```
